# Final coverage when monodentate adsorbates convert by taking vacant sites

## 1. Slow conversion

Take a surface of equivalent sites, all empty at first. A molecule lands on one vacant site and stays there; this is a monodentate adsorbate. Later it may take a second vacant site and become bidentate. No molecule leaves. How many monodentate adsorbates remain when no vacancy is left?

Let $m$ and $b$ be the numbers of monodentate and bidentate adsorbates per site. A bidentate adsorbate covers two sites, so the vacant fraction is

$$v=1-m-2b .$$

Adsorption has the rate $k_a$ per vacant site. If conversion is absent, $dm/dt=k_av$ with $v=1-m$. This is irreversible Langmuir adsorption: $v=e^{-k_at}$, and the final state is $m=1$.

Now let a monodentate adsorbate convert at the small rate $k_cv$, proportional to the vacant fraction. Write

$$r=\frac{k_c}{k_a}.$$

To first order in $r$, the conversions can be counted along the undisturbed filling, where $k_av\,dt=dm$:

$$b=\int_0^\infty k_c\,m\,v\,dt=r\int_0^1 m\,dm=\frac r2 .$$

The final surface has no vacancies, so $m=1-2b$ and

$$m\simeq 1-r .$$

Each conversion costs two monodentate adsorbates: the one that converts, and the one that would have landed on the site it took.

## 2. Any conversion rate

For larger $r$ the conversions change the filling itself. In mean field, where every monodentate adsorbate sees the average vacancy fraction, the rate equations are

$$\frac{dm}{dt}=k_av-k_cmv,\qquad \frac{db}{dt}=k_cmv .$$

Both processes need a vacancy, so $v$ is a common factor. It can be removed by using the number of molecules per site, $n=m+b$, as the clock. Adding the two equations gives

$$\frac{dn}{dt}=k_av ,$$

because conversion changes the kind of an adsorbate but not the number of molecules. Dividing the first rate equation by this one gives

$$\frac{dm}{dn}=1-rm .$$

With $m=0$ at $n=0$, separation of variables yields

$$n=\int_0^m\frac{dm'}{1-rm'}=-\frac1r\ln(1-rm),
\qquad m=\frac{1-e^{-rn}}{r}.$$

It remains to find where the clock stops. From $v=1-m-2b$,

$$\frac{dv}{dt}=-(k_av-k_cmv)-2k_cmv=-k_av(1+rm).$$

Since $m\ge0$, $v$ decays at least as fast as $e^{-k_at}$ and tends to zero. The final state therefore obeys $m+2b=1$, or $b=(1-m)/2$, and

$$n=m+b=\frac{1+m}{2}.$$

Equating the two expressions for $n$ and multiplying by 2 gives

$$\boxed{\,m+1=-\frac2r\ln(1-rm)\,}$$

Here $m$ is the final monodentate coverage. It is not the total coverage: all sites are occupied, and the number of molecules per site is $(1+m)/2$.

**Which root.** The physical interval is $0<m<\min(1,1/r)$. Define $g(m)=-(2/r)\ln(1-rm)-m-1$. Then $g(0)=-1$, and

$$g'(m)=\frac{2}{1-rm}-1\ge1 ,$$

because $0<1-rm\le1$. At the upper end $g$ is positive: for $r\ge1$ the logarithm diverges at $m=1/r$, and for $r<1$ we have $g(1)=-(2/r)\ln(1-r)-2>0$, since $-\ln(1-r)>r$. There is one physical root.

**Closed form.** Put $u=1-rm$. The result reads $\ln u=-\tfrac r2(m+1)=-\tfrac12(1-u+r)$, so

$$u\,e^{-u/2}=e^{-(1+r)/2}.$$

Multiplying by $-\tfrac12$ gives the defining form $We^W=x$ of the Lambert function, with $W=-u/2$. Hence

$$m=\frac1r\left[1+2W_0\!\left(-\tfrac12e^{-(1+r)/2}\right)\right].$$

The principal branch $W_0>-1$ has $u<2$ and contains the physical root. The other real branch has $u>2$, which means $m<-1/r$, and is discarded.

Direct time integration of the rate equations, for six values of $r$ from 0.05 to 50, agrees with the root to the six decimals shown in the numerical output. At $r=1$, for example, both give $m=0.536078$.

## 3. Two limits and the filling time

**Small $r$.** Expanding the logarithm turns the result into

$$2m+rm^2+\tfrac23r^2m^3+\dots=m+1
\quad\Rightarrow\quad m+rm^2+\tfrac23r^2m^3+\dots=1 .$$

Insert $m=1-r+cr^2$. The terms of order $r$ cancel, as Section 1 requires. Those of order $r^2$ give $c-2+\tfrac23=0$, so

$$m=1-r+\tfrac43r^2+\dots$$

At $r=0.05$ this is 0.9533, against 0.9531 from the full equation.

**Large $r$.** Now $u$ is small, so $e^{-u/2}\simeq1$ and $u\simeq e^{-(1+r)/2}$. Therefore

$$m\simeq\frac{1-e^{-(1+r)/2}}{r}.$$

The coverage approaches $1/r$, the value at which adsorption creates monodentate adsorbates as fast as conversion removes them. The number of molecules per site approaches one half.

**Time.** Since $b=n-m$, the vacant fraction along the path is $v=1+m-2n$. From $dn/dt=k_av$,

$$k_at=\int_0^n\frac{dn'}{1+m(n')-2n'} .$$

Near the end, $v$ decays exponentially at the rate $k_a(1+rm)$, with $m$ at its final value.

**If the supply stops early.** Suppose adsorption ends when the coverages are $m_1$ and $v_1$. Conversion continues and removes one monodentate adsorbate and one vacancy each time, so $m-v$ stays constant. The surface ends with $m=m_1-v_1$ if this is positive; otherwise it ends with $m=0$ and some vacancies left. The boxed equation thus needs an exposure long enough that $v_1\ll m_1$.

## 4. From mean field to a lattice

On a real surface an adsorbate can reach only nearby sites. Let each site have $z$ neighbours, and let each neighbouring pair of a monodentate adsorbate and a vacancy react at the rate $k_\text{pair}$. An adsorbate has $zv$ vacant neighbours on average if correlations are ignored, so $k_c=zk_\text{pair}$.

**Small $r$.** Measure time in units of $1/k_a$; each pair then reacts at the rate $r/z$. Without conversion the sites fill independently, each being vacant with probability $p=e^{-t}$. The counting of Section 1 still holds, and $m=1-r$ to first order on the lattice too. The difference starts at second order.

For neighbouring sites $i$ and $j$, let $S$ be the probability that both are vacant, and $Q$ the probability that $i$ is vacant and $j$ monodentate. A vacant pair is lost by adsorption on either site, or when another neighbour converts onto either site. Each site has $z-1$ such other neighbours, so to first order in $r$

$$\frac{dS}{dt}=-2S-2\,\frac rz(z-1)\,p^2(1-p).$$

The pair counted by $Q$ is created from $S$ by adsorption on $j$ and lost by adsorption on $i$. Conversion destroys it in three ways: $j$ takes $i$, another neighbour takes $i$, or $j$ takes another vacancy. Together these give

$$\frac rz\,p(1-p)\big[1+(z-1)(1-p)+(z-1)p\big]=r\,p(1-p),$$

and hence

$$\frac{dQ}{dt}=S-Q-r\,p(1-p).$$

In mean field $S=v^2$ and $Q=vm$. From the rate equations,

$$\frac{d(v^2)}{dt}=-2v^2-2r\,v^2m,\qquad
\frac{d(vm)}{dt}=v^2-vm-r\,vm(v+m).$$

To the same order, $v=p$ and $m=1-p$ may be used in the terms that carry $r$. The equation for $Q$ is then the same as on the lattice. The equation for $S$ has $z$ in place of $z-1$, because mean field lets the two vacancies attack each other. The lattice excess $\delta S$ obeys

$$\frac{d\,\delta S}{dt}=-2\,\delta S+\frac{2r}{z}p^2(1-p).$$

Setting $\delta S=p^2h$ removes the decay term and leaves $dh/dt=(2r/z)(1-e^{-t})$. With $h(0)=0$,

$$\delta S=\frac{2r}{z}\,e^{-2t}\left(t-1+e^{-t}\right).$$

The excess in $Q$ obeys $d\,\delta Q/dt=\delta S-\delta Q$ and vanishes at both ends of the process. Integrating over all time gives

$$\int_0^\infty\delta Q\,dt=\int_0^\infty\delta S\,dt
=\frac{2r}{z}\left(\frac14-\frac12+\frac13\right)=\frac{r}{6z}.$$

Conversions occur at the rate $db/dt=z(r/z)Q=rQ$, so there are $r^2/(6z)$ more of them per site. Since $m=1-2b$ at the end,

$$m_\text{lattice}=1-r+\left(\frac43-\frac1{3z}\right)r^2+\dots$$

Vacant pairs live longer than mean field says, and this leads to more conversion. The formula was tested on three eight-site graphs by averaging over all possible histories at $r=0.001$. For $z=2$, 3 and 4 the coefficient came out as 1.165, 1.221 and 1.248; the formula gives 1.167, 1.222 and 1.250.

**Large $r$.** Here the correction has the opposite sign. A vacancy can become surrounded by bidentate adsorbates. A molecule that lands there has no vacant neighbour and can never convert. Such a trap needs a few events near one site, and their probability stays finite as $r$ grows, because each new adsorbate may convert away from the central site as well as onto it. The lattice therefore keeps a finite $m$, while the mean-field value falls as $1/r$.

Monte Carlo runs on a periodic square lattice of $200\times200$ sites show the change:

| $r$ | $m$, mean field | $m$, square lattice |
|---|---|---|
| 0.5 | 0.689 | 0.687 ± 0.002 |
| 1.0 | 0.536 | 0.534 ± 0.002 |
| 2.446 | 0.328 | 0.336 ± 0.001 |
| 5.0 | 0.190 | 0.214 ± 0.001 |
| 24.46 | 0.041 | 0.1064 ± 0.0004 |

In the first two rows the difference is no larger than about one statistical error, so these runs do not resolve its sign. The leading correction, $-r^2/12$ for $z=4$, would be $-0.02$ at $r=0.5$; the simulated shift is much smaller, so higher orders already matter there. From $r=2.446$ upward the excess is clear.

With 48 randomly placed neighbours per site, the runs give $0.326\pm0.001$ at $r=2.446$ and $0.048\pm0.001$ at $r=24.46$. Both are much closer to mean field than the square lattice is.

## 5. A trimethylaluminium pulse on alumina

In atomic layer deposition of alumina, trimethylaluminium reacts with a surface OH group and releases methane. The bound molecule, with two methyl groups left, may react with a second OH. The OH groups are the sites, and a "vacant" site is an unreacted OH.

Take 573 K, 0.1 Torr, $\sigma=5$ OH per nm², and a reaction probability of 0.01 per impact on the fresh surface. For a molecular mass of 72.09 u, the impingement rate $P/\sqrt{2\pi Mk_BT}$ is $1.728\times10^5$ nm⁻² s⁻¹. Per site,

$$k_a=\frac{0.01\times1.728\times10^5}{5}\ \text{s}^{-1}\simeq346\ \text{s}^{-1}.$$

A prefactor of $10^{12}$ s⁻¹ and a barrier of 1.10 eV give $k_\text{pair}=211$ s⁻¹. With $z=4$, $k_c=846$ s⁻¹ and $r=2.446$. The boxed equation gives $m=0.328$, which can be checked by hand:

$$-\frac{2}{2.446}\ln(1-2.446\times0.3283)=1.328 .$$

The aluminium uptake is $\sigma(1+m)/2=5\times0.664=3.32$ nm⁻². If the OH density is restored in every cycle and the oxide has a density of 3.0 g/cm³, this makes 0.094 nm per cycle. Without crowding, the pulse fills 99 % of the sites in 7.9 ms (about 12 ms with the methyl cap below); stopping it there would lower $m$ by 0.01, by the rule of Section 3.

**Pressure.** With temperature, site density and reaction probability held fixed, $r\propto1/P$. Mean field gives an uptake of 2.60, 3.32 and 4.53 nm⁻² at 0.01, 0.1 and 1 Torr. In this model, without crowding, the saturated uptake depends on pressure because faster adsorption leaves fewer vacancies for conversion. On the square lattice the first two values become 2.77 and 3.34 nm⁻², which is 6 % and 0.6 % above mean field. This lattice stands for the connectivity of the sites, not their geometry: at 5 OH per nm² its spacing is 0.45 nm, more than the roughly 0.35 nm that two Al–O bonds can span.

**Methyl crowding.** A monodentate adsorbate carries two methyl groups and a bidentate one carries one, so their density is

$$\sigma(2m+b)=\sigma\,\frac{1+3m}{2}.$$

At 0.1 Torr this is 4.96 nm⁻². Discs of radius 0.20 nm placed at random stop fitting at a covered area fraction of about 0.547, or 4.35 nm⁻². Suppose adsorption pauses at this rough cap and resumes whenever conversion, which removes one methyl group each time, has made room. Unhindered adsorption adds methyl groups at the rate $2k_av$ per site, faster than conversion removes them at $k_cmv$, because $rm<1$. In mean field the surface therefore stays at the cap until no vacancy is left (on a lattice, a few vacancies without a monodentate neighbour can remain), and the final state obeys $2m+b=4.35/5$ and $m+2b=1$. Twice the first equation minus the second gives $3m=0.74$. Then $m=0.247$ and the uptake is 3.12 nm⁻², 6 % below the uncapped value. At 1 Torr, where $m=0.813$, the uncapped model would need 8.6 methyl groups per nm². Its uptake of 4.53 nm⁻² is therefore not credible, and the same cap would again give 3.12 nm⁻². Within this estimate, the pressure dependence survives only where the cap is not reached, as at 0.01 Torr.

**A third OH.** If a bidentate adsorbate can react once more, at half the rate constant $k_c$ because one methyl group is left instead of two, the uptake at 0.1 Torr is also 3.12 nm⁻². The effects of crowding and of a third reaction were sized separately, not together.

**Beside the real process.** Several OH groups per nm² and a growth of roughly 0.1 nm per cycle are typical of this process. The agreement with 0.094 nm does not confirm the model, because the barrier, prefactor and reaction probability are rough values chosen to make the two rates comparable. The result is sensitive to the barrier: 1.05 eV gives $r=6.73$ and 2.86 nm⁻², and 1.15 eV gives $r=0.889$ and 3.91 nm⁻², changes of −14 % and +18 % before any crowding cap. The cap only delays adsorption; in mean field it still consumes every OH, so OH groups that stay blocked on a real surface are not sized by it. Its 6 % at 0.1 Torr is also rough: a methyl radius of 0.18 nm removes the effect, and 0.22 nm raises it to 14 %. Desorption, reverse reactions, unequal sites, adsorption on Al–O bridges without an OH group, and decomposition of the precursor, which becomes a concern near this temperature, are left out and not sized.

## Computed results

```
Mean-field check: r, m from rate equations, m from formula
    0.05  0.953085  0.953085
    0.50  0.688791  0.688791
    1.00  0.536078  0.536078
    3.00  0.284816  0.284816
   10.00  0.099590  0.099590
   50.00  0.020000  0.020000
r^2 coefficient of m, mean field: 1.331
r coefficient of m, exact 8-site ring: -1.000
r^2 coefficient, z = 2 (ring): exact 1.165, formula 1.167
r^2 coefficient, z = 3 (cube): exact 1.221, formula 1.222
r^2 coefficient, z = 4 (complete bipartite graph): exact 1.248, formula 1.250
Inputs: T = 573 K, p = 0.1 Torr, mass = 72.09 u
Inputs: OH density = 5.0 /nm2, reaction probability = 0.01
Inputs: barrier = 1.10 eV, prefactor = 1e+12 1/s, z = 4
Impingement rate: 1.728e+05 /(nm2 s)
k_a: 345.7 1/s;  k_pair: 211.4 1/s;  k_c: 845.5 1/s
r = k_c/k_a: 2.446
Final monodentate coverage m: 0.3283 per site
Final bidentate number b: 0.3359 per site
Molecules per site (1+m)/2: 0.6641
Aluminium uptake: 3.321 /nm2
Oxide thickness per cycle at 3.0 g/cm3: 0.0937 nm
Time to fill 99 % of sites: 7.89 ms
Late decay rate of vacancies: 623 1/s
Pressure (Torr), r, m, Al uptake (/nm2), thickness (nm)
   0.01   24.459  0.0409  2.602  0.0734
   0.10    2.446  0.3283  3.321  0.0937
   1.00    0.245  0.8131  4.533  0.1279
8-site rings, m: exact 0.3403, Monte Carlo 0.3412
Square lattice scan: r, m mean field, m lattice, statistical error
   0.5  0.6888  0.6866  0.0023
   1.0  0.5361  0.5342  0.0018
   5.0  0.1898  0.2139  0.0006
Square lattice, m at 0.1 Torr: 0.3360 +- 0.0009
Square lattice, Al uptake at 0.1 Torr: 3.340 /nm2
48 random neighbours, m at 0.1 Torr: 0.3260 +- 0.0012
Square lattice, m at 0.01 Torr: 0.1064 +- 0.0004
Square lattice, Al uptake at 0.01 Torr: 2.766 /nm2
48 random neighbours, m at 0.01 Torr: 0.0483 +- 0.0006
With third-OH reaction (rate ratio 0.5): m = 0.3201, tridentate = 0.0712 per site
With third-OH reaction, Al uptake: 3.122 /nm2
Methyl density in the model: 4.96 /nm2
Methyl cap (radius 0.20 nm, area fraction 0.547): 4.35 /nm2
With methyl cap: m = 0.2471, Al uptake = 3.118 /nm2
Barrier 1.05 eV: r = 6.733, m = 0.1454, Al uptake = 2.863 /nm2
Barrier 1.15 eV: r = 0.889, m = 0.5636, Al uptake = 3.909 /nm2
```
